# Casimir energy of a massless Dirac field between bag plates: verification in Python

```python
"""
Casimir energy per area of a massless Dirac field between two bag plates.
Result under test (hbar = c = 1):  E(a) = -7 pi^2 / (2880 a^3).
If the sign in the bag condition is reversed on one plate: E = +pi^2/(360 a^3).

a      plate separation           q      momentum parallel to the plates
k      standing-wave number       omega  sqrt(q^2 + k^2)
eps    cutoff length; every mode energy is weighted by f(eps*omega)
B      -i gamma^3; equal bag plates demand B psi = -psi at z = 0
       and B psi = +psi at z = a
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

pi = np.pi

# ---------- Dirac matrices and the two eigenspaces of B ----------
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
alpha1, alpha2, alpha3 = [np.kron(sx, s) for s in (sx, sy, sz)]
beta = np.kron(sz, np.eye(2))
B = -1j * beta @ alpha3
B_values, B_vectors = np.linalg.eigh(B)
assert np.allclose(B_values, [-1, -1, 1, 1])
U_minus, U_plus = B_vectors[:, :2], B_vectors[:, 2:]
# no normal current can flow for a spinor inside either eigenspace
for U in (U_minus, U_plus):
    assert np.allclose(U.conj().T @ alpha3 @ U, 0)

q = 1.3
K = q * (np.cos(0.4) * alpha1 + np.sin(0.4) * alpha2)
K_plus = U_plus.conj().T @ K @ U_plus
K_minus = U_minus.conj().T @ K @ U_minus
A = U_plus.conj().T @ alpha3 @ U_minus
assert np.allclose(U_plus.conj().T @ K @ U_minus, 0)


def grid_levels(a, n_grid, equal_plates):
    """Levels of -i alpha3 d/dz + K on a staggered grid.

    Only vanishing components are imposed at the plates: psi_plus(0) = 0 and
    psi_minus(a) = 0 for equal plates, psi_plus(0) = psi_plus(a) = 0 otherwise.
    """
    n_plus = n_grid if equal_plates else n_grid - 1
    step = a / (n_grid + 0.5) if equal_plates else a / n_grid
    D = (np.eye(n_grid, n_plus) - np.eye(n_grid, n_plus, k=-1)) / step
    coupling = -1j * np.kron(A, -D.T)
    H = np.block([[np.kron(K_plus, np.eye(n_plus)), coupling],
                  [coupling.conj().T, np.kron(K_minus, np.eye(n_grid))]])
    return np.linalg.eigvalsh(H)


grid_k = {}
for equal in (True, False):
    levels = grid_levels(1.0, 160, equal)
    assert np.allclose(levels, -levels[::-1], atol=1e-9)
    positive = levels[levels > 0]
    if equal:
        k_expected = pi * np.repeat([0.5, 1.5, 2.5], 2)
    else:
        k_expected = pi * np.array([0, 1, 1, 2, 2])
    found = positive[:len(k_expected)]
    # grid error of the levels is of order (k*step)^2/24, below 1e-3
    assert np.allclose(found, np.sqrt(q**2 + k_expected**2), rtol=1e-3)
    grid_k[equal] = np.sqrt(np.maximum(found**2 - q**2, 0)) / pi

# ---------- vacuum energy of one mode block in Fock space ----------
k0 = pi / 2
block = np.block([[K_plus, 1j * k0 * A],
                  [-1j * k0 * A.conj().T, K_minus]])
lower = np.array([[0, 1], [0, 0]], complex)
annihilators = []
for site in range(4):
    operator = np.eye(1)
    for j in range(4):
        factor = sz if j < site else (lower if j == site else np.eye(2))
        operator = np.kron(operator, factor)
    annihilators.append(operator)
H_fock = np.zeros((16, 16), complex)
for i in range(4):
    for j in range(4):
        create, destroy = annihilators[i].conj().T, annihilators[j]
        H_fock += 0.5 * block[i, j] * (create @ destroy - destroy @ create)
fock_ground = np.linalg.eigvalsh(H_fock)[0]
omega0 = np.hypot(q, k0)
assert abs(fock_ground + 2 * omega0) < 1e-10

# ---------- explicit mode sums with a smooth cutoff ----------
nodes, weights = np.polynomial.legendre.leggauss(80)
cutoffs = {"exponential": (lambda x: np.exp(-x), 45.0),
           "Gaussian": (lambda x: np.exp(-x**2), 7.0)}


def transverse_integral(k, eps, name):
    """Integral of omega*f over d^2q/(2 pi)^2, using q dq = omega d(omega)."""
    f, reach = cutoffs[name]
    half = (reach / eps - k) / 2
    omega = k[:, None] + half[:, None] * (nodes + 1)
    return half * ((omega**2 * f(eps * omega)) @ weights) / (2 * pi)


def raw_energy(a, eps, name, equal_plates=True):
    """Unsubtracted vacuum energy per area: -2 omega for every mode block."""
    top = cutoffs[name][1] / eps
    offset = 0.5 if equal_plates else 0.0
    k = (np.arange(int(top * a / pi) + 2) + offset) * pi / a
    k = k[k < top]
    share = np.ones(len(k))
    if not equal_plates:
        share[0] = 0.5          # k = 0 carries half as many states
    return -2 * np.sum(share * transverse_integral(k, eps, name))


def bulk_energy(a, eps, name):
    """Vacuum energy per area of a slab of thickness a of unbounded space."""
    f, reach = cutoffs[name]
    half = reach / eps / 2
    omega = half * (nodes + 1)
    return -a / pi**2 * half * np.sum(weights * omega**3 * f(eps * omega))


def without_cutoff(function, eps=0.06):
    """Remove the leading eps^2 error using two cutoff lengths."""
    return (4 * function(eps / 2) - function(eps)) / 3


# the change of variable is checked against the integral over q itself
direct = quad(lambda p: p * np.hypot(p, 2.0) * np.exp(-0.5 * np.hypot(p, 2.0))
              / (2 * pi), 0, 100, epsabs=1e-11, limit=200)[0]
assert abs(direct / transverse_integral(np.array([2.0]), 0.5,
                                        "exponential")[0] - 1) < 1e-8

coefficient = -7 * pi**2 / 2880
reversed_coefficient = pi**2 / 360
summed = {}
for name in cutoffs:
    for equal, target in ((True, coefficient), (False, reversed_coefficient)):
        for a in (1.0, 1.7):
            value = a**3 * without_cutoff(
                lambda e: raw_energy(a, e, name, equal)
                - bulk_energy(a, e, name))
            # remaining error is of order eps^4
            assert abs(value / target - 1) < 5e-4, (name, equal, a, value)
            if a == 1.0:
                summed[name, equal] = value

# ---------- round-trip (image) formula at finite cutoff ----------
m = np.arange(1, 2001)
path = 2.0 * m
eps_test = 0.06
kernel = np.imag(2 / (eps_test - 1j * path)**3) / (pi * path)
image_energy, sum_energy = {}, {}
for equal, phase in ((True, -1.0), (False, 1.0)):
    image_energy[equal] = -2 / pi * np.sum(phase**m * kernel)
    sum_energy[equal] = (raw_energy(1.0, eps_test, "exponential", equal)
                         - bulk_energy(1.0, eps_test, "exponential"))
    assert abs(image_energy[equal] - sum_energy[equal]) < 1e-7
trips = (-1.0)**m / (4 * pi**2 * m**4)
assert abs(trips.sum() - coefficient) < 1e-11

# ---------- force on a movable plate in a box, nothing subtracted ----------
box, shift = 10.0, 0.01


def plate_force(eps):
    def total(a):
        return (raw_energy(a, eps, "exponential")
                + raw_energy(box - a, eps, "exponential"))
    return -(total(1 + shift) - total(1 - shift)) / (2 * shift)


force = without_cutoff(plate_force)
force_formula = -7 * pi**2 / 960 * (1 - 1 / (box - 1)**4)
# the finite difference has a relative error of about 3e-4
assert abs(force / force_formula - 1) < 1e-3

# ---------- worked example in Hartree atomic units ----------
c_au = 1 / const.fine_structure
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
gap = 1000.0
energy = coefficient * c_au / gap**3
pressure = 3 * energy / gap
energy_reversed = reversed_coefficient * c_au / gap**3

print("Dimensionless results, hbar = c = 1, a = 1 unless stated")
print(f"transverse momentum q in grid test: {q:.2f}")
print("grid k*a/pi, equal plates:   ", np.round(grid_k[True], 4))
print("grid k*a/pi, reversed plate: ", np.round(grid_k[False], 4))
print(f"omega of lowest block (k = pi/2): {omega0:.6f}")
print(f"Fock-space vacuum energy of that block: {fock_ground:.6f}")
print(f"formula a^3 E, equal plates:   {coefficient:.7f}")
print(f"formula a^3 E, reversed plate: {reversed_coefficient:.7f}")
for name in cutoffs:
    print(f"mode sum, {name}, equal plates:   {summed[name, True]:.6f}")
    print(f"mode sum, {name}, reversed plate: {summed[name, False]:.6f}")
print(f"cutoff length for the next seven lines: {eps_test:.2f}")
print(f"bulk energy: {bulk_energy(1.0, eps_test, 'exponential'):.4f}")
for equal, label in ((True, "equal plates"), (False, "reversed plate")):
    raw = raw_energy(1.0, eps_test, "exponential", equal)
    print(f"raw energy, {label}: {raw:.4f}")
    print(f"raw minus bulk, {label}: {sum_energy[equal]:.7f}")
    print(f"image formula, {label}: {image_energy[equal]:.7f}")
for j in range(3):
    print(f"round trip {j + 1}, equal plates, no cutoff: {trips[j]:.7f}")
print(f"box length in force test: {box:.1f}")
print(f"force per area from unsubtracted sums: {force:.5f}")
print(f"force per area from formula: {force_formula:.5f}")
print("Worked example")
print(f"plate separation: {gap:.0f} bohr")
print(f"speed of light: {c_au:.4f} atomic units")
print(f"energy per area: {energy:.5e} hartree/bohr^2")
print(f"energy per area: {energy * hartree / bohr**2:.5e} J/m^2")
print(f"pressure: {pressure:.5e} hartree/bohr^3")
print(f"pressure: {pressure * hartree / bohr**3:.3f} Pa")
print(f"energy per area, reversed: {energy_reversed:.5e} hartree/bohr^2")
print("every check passed")
```

Printed output:

```
Dimensionless results, hbar = c = 1, a = 1 unless stated
transverse momentum q in grid test: 1.30
grid k*a/pi, equal plates:    [0.5    0.5    1.4999 1.4999 2.4998 2.4998]
grid k*a/pi, reversed plate:  [0.     1.     1.     1.9999 1.9999]
omega of lowest block (k = pi/2): 2.038971
Fock-space vacuum energy of that block: -4.077941
formula a^3 E, equal plates:   -0.0239886
formula a^3 E, reversed plate: 0.0274156
mode sum, exponential, equal plates:   -0.023989
mode sum, exponential, reversed plate: 0.027415
mode sum, Gaussian, equal plates:   -0.023988
mode sum, Gaussian, reversed plate: 0.027415
cutoff length for the next seven lines: 0.06
bulk energy: -46907.9554
raw energy, equal plates: -46907.9792
raw minus bulk, equal plates: -0.0238541
image formula, equal plates: -0.0238541
raw energy, reversed plate: -46907.9281
raw minus bulk, reversed plate: 0.0272767
image formula, reversed plate: 0.0272767
round trip 1, equal plates, no cutoff: -0.0253303
round trip 2, equal plates, no cutoff: 0.0015831
round trip 3, equal plates, no cutoff: -0.0003127
box length in force test: 10.0
force per area from unsubtracted sums: -0.07198
force per area from formula: -0.07195
Worked example
plate separation: 1000 bohr
speed of light: 137.0360 atomic units
energy per area: -3.28730e-09 hartree/bohr^2
energy per area: -5.11798e-06 J/m^2
pressure: -9.86191e-12 hartree/bohr^3
pressure: -290.148 Pa
energy per area, reversed: 3.75692e-09 hartree/bohr^2
every check passed
```
